# Adiabatic charge pumping around the gap closing of the Rice-Mele chain, part 2

**The problem.** A Rice-Mele chain of period \(a\) has in each cell a site A at \(0\), with energy \(+\Delta\), and a site B at \(a/2\), with energy \(-\Delta\). The hopping element is \(-(t+\delta)\) inside the cell and \(-(t-\delta)\) between cells, with fixed \(t>0\). Hartree atomic units are used, with \(\hbar=e=1\) and electron charge \(-e\); a dot means \(d/d\tau\), where \(\tau\) is time.

**Theorem.** Electrons do not interact, spin is conserved, and the lower band is initially full and the upper empty. In a time \(T\), \((\delta,\Delta)\) follows a smooth closed path that avoids \((0,0)\) and winds \(w\) times counterclockwise about it (\(\delta\) to the right, \(\Delta\) upward). Then the number of electrons carried toward \(+x\) per spin channel is
\[
N=w+O(1/T).
\]

**Results so far.** With wave number \(k\), \(c=\cos(ka/2)\) and \(s=\sin(ka/2)\), the Bloch matrix \(H\) has diagonal elements \(\pm\Delta\) and eigenstates \(|\pm\rangle\) with energies \(\pm E\), where
\[
E^2=\Delta^2+4t^2c^2+4\delta^2s^2 .
\]
The velocity in the lower band is \(-\partial_kE\), which cancels over the full zone, plus the part due to the drive (Lemma 4),
\[
u=\frac{at\left(\delta\dot\Delta-\Delta\dot\delta\,s^2\right)}{E^3}.
\]
The cell-averaged number current is \(J\), and \(N=\int_0^TJ\,d\tau\). By Lemma 3, \(N=N_0+O(1/T)\), where \(N_0\) is the integral of \(u\) over time and \(dk/(2\pi)\):
\[
N_0=\oint(F_\delta\,d\delta+F_\Delta\,d\Delta),
\]
\[
F_\Delta=\int\frac{dk}{2\pi}\frac{at\,\delta}{E^3},\qquad
F_\delta=-\int\frac{dk}{2\pi}\frac{at\,\Delta s^2}{E^3},
\]
with both integrals taken over the Brillouin zone. It remains to prove \(N_0=w\).

### Lemma 5: the path can be deformed

**Claim.** Away from the origin, \(\partial F_\Delta/\partial\delta=\partial F_\delta/\partial\Delta\). Hence \(N_0\) does not change when the loop is deformed smoothly without crossing the origin.

**Proof.** The difference of the two derivatives is \(at\int dk/(2\pi)\,Q\), with
\[
Q=\frac{\partial}{\partial\delta}\frac{\delta}{E^3}
+\frac{\partial}{\partial\Delta}\frac{\Delta s^2}{E^3}.
\]
Since \(\partial E^2/\partial\delta=8\delta s^2\) and \(\partial E^2/\partial\Delta=2\Delta\),
\[
Q=\frac{1+s^2}{E^3}-\frac{3s^2(4\delta^2+\Delta^2)}{E^5}.
\]
The expression for \(E^2\) gives
\[
4\delta^2+\Delta^2=E^2-4t^2c^2+4\delta^2(1-s^2)=E^2+4c^2(\delta^2-t^2),
\]
and therefore
\[
Q=\frac{1-2s^2}{E^3}-\frac{12c^2s^2(\delta^2-t^2)}{E^5}.
\]

Compare this with the derivative of \(cs/E^3\) with respect to \(y=ka/2\). Here \(\partial_y(cs)=c^2-s^2=1-2s^2\) and \(\partial_yE^2=8cs(\delta^2-t^2)\), so
\[
\frac{\partial}{\partial y}\frac{cs}{E^3}
=\frac{1-2s^2}{E^3}-\frac{3cs}{2E^5}\,8cs(\delta^2-t^2)=Q.
\]
Since \(\partial_y=(2/a)\partial_k\), the quantity \(Q\) is a total derivative in \(k\) of a periodic function. Its integral over the zone is zero, which proves the first claim.

For the second, let \(r_i(\sigma,\lambda)\) be a family of closed loops with parameter \(\sigma\) along the loop and deformation parameter \(\lambda\). The index \(i\) labels \(\delta\) and \(\Delta\), and repeated indices are summed. The product rule gives
\[
\partial_\lambda(F_i\partial_\sigma r_i)-\partial_\sigma(F_i\partial_\lambda r_i)
=\left(\frac{\partial F_i}{\partial r_j}-\frac{\partial F_j}{\partial r_i}\right)
\partial_\lambda r_j\,\partial_\sigma r_i=0.
\]
Integrated around the closed loop, the second term on the left vanishes. Thus \(dN_0/d\lambda=0\). The argument fails if a loop crosses the origin, where \(E\) vanishes at one \(k\) and the derivatives used here do not exist. \(\square\)

### Lemma 6: a small loop carries one electron

Take the loop
\[
2\delta=\varepsilon\cos\theta,\qquad \Delta=\varepsilon\sin\theta,\qquad 0<\varepsilon\le t .
\]
The numerator of the velocity formula becomes
\[
\delta\frac{d\Delta}{d\theta}-\Delta\frac{d\delta}{d\theta}s^2
=\frac{\varepsilon^2}{2}(\cos^2\theta+s^2\sin^2\theta)
=\frac{\varepsilon^2}{2}(1-c^2\sin^2\theta),
\]
and the energy is
\[
E^2=4t^2c^2+\varepsilon^2(\sin^2\theta+s^2\cos^2\theta)
=4t^2c^2+\varepsilon^2(1-c^2\cos^2\theta).
\]

Measure the wave number from the zone boundary by \(k=\pi/a+\kappa\), so that \(c^2=\sin^2(\kappa a/2)\). Set \(\kappa=\varepsilon q/(ta)\). At fixed \(q\) and \(\varepsilon\to0\), \(4t^2c^2\to\varepsilon^2q^2\) and \(c^2\to0\). Hence \(E\to\varepsilon\sqrt{1+q^2}\), and
\[
\frac{dN_0}{d\theta}\to
\int_{-\infty}^{\infty}\frac{\varepsilon\,dq}{2\pi ta}\;
\frac{at\,\varepsilon^2/2}{\varepsilon^3(1+q^2)^{3/2}}
=\frac1{4\pi}\left[\frac{q}{\sqrt{1+q^2}}\right]_{-\infty}^{\infty}
=\frac1{2\pi}.
\]

The limit may be taken under the integral. Since \(\cos^2\theta\le1\) and \(\varepsilon\le t\),
\[
E^2\ge\varepsilon^2+(4t^2-\varepsilon^2)c^2\ge\varepsilon^2+3t^2c^2.
\]
For \(|\kappa|\le\pi/a\), the inequality \(|\sin(\kappa a/2)|\ge|\kappa|a/\pi\) gives \(t^2c^2\ge\varepsilon^2q^2/\pi^2\). The integrand in \(q\) is thus bounded by a constant times \((1+3q^2/\pi^2)^{-3/2}\), which is integrable and independent of \(\varepsilon\).

Integration over one counterclockwise turn gives \(N_0\to1\). By Lemma 5, \(N_0\) is the same for every \(\varepsilon\) in the allowed range, so it equals 1 for each of these loops. \(\square\)

For a small loop, the integral over \(q\) taken only from \(-1\) to \(1\) gives the fraction \(1/\sqrt2\) of the whole. Thus about 71% of the current comes from wave numbers within \(\varepsilon/(ta)\) of the zone boundary. Near that point the bands have the form \(\pm\sqrt{(ta\kappa)^2+\varepsilon^2}\). A smaller gap narrows the contributing region and raises the velocity in it, and the two effects compensate.

### Proof of the theorem

Describe a general loop by \(2\delta=\rho\cos\theta\) and \(\Delta=\rho\sin\theta\), with \(\rho>0\). Stretching the \(\delta\) axis by a positive factor does not alter the winding, so \(\theta\) increases by \(2\pi w\) along the loop. First change \(\rho\) continuously to a constant \(\varepsilon\le t\). Then change \(\theta\) continuously to a uniform advance with the same total \(2\pi w\). The loop stays closed and never meets the origin, so Lemma 5 applies.

The result is a circle traversed \(w\) times, clockwise if \(w<0\), or a single point if \(w=0\). Lemma 6 gives \(N_0=w\). Lemma 3 adds the finite-period correction, hence \(N=w+O(1/T)\), and each electron carries charge \(-e\). The channels are independent because spin is conserved, so two filled channels carry \(-2ew\). \(\square\)

### The motion of the charge centre

Consider the ellipse \(\delta=\delta_0\cos\theta\), \(\Delta=\Delta_0\sin\theta\), with \(0<\delta_0<t\) and \(\Delta_0>0\). At \(\theta=0\) the bond inside the cell is the stronger one, and inversion symmetry places the centre of charge at its midpoint, \(a/4\). At \(\theta=\pi/2\) the hoppings are equal and B has the lower energy, so the centre is at B, \(a/2\). At \(\theta=\pi\) it is on the next bond, at \(3a/4\), and at \(\theta=3\pi/2\) on the next A site, at \(a\). The loop ends with the centre at \(5a/4\). The charge density is the same as at the start, but each centre has moved into the next cell.

The current formula agrees with these equal steps. On the ellipse,
\[
u=\frac{at\,\delta_0\Delta_0(\cos^2\theta+s^2\sin^2\theta)}{E^3}\,\dot\theta,
\]
which keeps its value, at given \(\dot\theta\), when \(\theta\) is replaced by \(-\theta\) or \(\pi-\theta\). The four quarters therefore contribute equally to the cell-averaged current \(J\), one quarter of an electron each. On an open path the two bonds need not carry the same amount, because their difference is the change in the occupation of B. With the values of the worked example below, the first quarter moves 0.345 electrons across the bond inside the cell and 0.155 across the next bond. The half loop from \(\delta_0\) to \(-\delta_0\) begins and ends at \(\Delta=0\) and carries half an electron across either bond. Other open paths carry other fractions; the integer belongs to the closed loop.

### Worked example

Take the round values \(t=0.1\) hartree, \(a=5\) bohr, \(\delta_0=0.02\) hartree and \(\Delta_0=0.04\) hartree. They represent no particular material. Since \(2\delta_0=\Delta_0\), Lemma 6 applies with \(\varepsilon=0.04\) hartree. The smallest gap is \(2\varepsilon=0.08\) hartree, or 2.18 eV, and it occurs at the zone boundary for every \(\theta\).

The integral \(N_0\) was evaluated by sums over 400 wave numbers and 600 equally spaced points of each loop. Energies in the list are in hartree.

- The ellipse gives \(+1.000000\), the reversed ellipse \(-1.000000\), and two turns \(+2.000000\).
- The loop \(\delta=0.05+0.02\cos\theta\), \(\Delta=0.04\sin\theta\) leaves the origin outside and gives zero to six decimals.
- The loop \(\delta=0.15\cos\theta\), \(\Delta=0.1\sin\theta\) gives \(+1.000000\), although \(|\delta|\) exceeds \(t\) on part of it.

The transported charge for one turn is \(-e=-1.602\times10^{-19}\) C in one spin channel, and \(-2e\) in two.

**Partial filling.** Let only the inner half of the zone, \(|ka|<\pi/2\), be occupied. These are the lowest states of the lower band, because \(|\delta|<t\). The ellipse then carries 0.027 electrons per spin channel. The term \(-\partial_kE\) still cancels between \(k\) and \(-k\), but the contribution near the zone boundary is missing. The theorem needs the full band.

**Finite speed.** The time-dependent Schrödinger equation was solved for 400 wave numbers with the timetable
\[
\theta(\tau)=\frac{2\pi\tau}{T}-\sin\frac{2\pi\tau}{T},
\]
which starts and ends with zero speed. In each time step of \(h=0.25\) a.u., the Hamiltonian was held at its value in the middle of the step. The carried number is the time integral of the expectation value of the cell-averaged current \(J\), by the trapezoidal rule.

| \(T\) (a.u.) | electrons carried | excited per cell |
|---:|---:|---:|
| 100 | 1.04486 | \(3.7\times10^{-2}\) |
| 250 | 0.99989 | \(6.8\times10^{-5}\) |
| 500 | 0.99991 | \(6.7\times10^{-7}\) |
| 1000 | 0.99991 | \(6.2\times10^{-9}\) |
| 2000 | 0.99992 | \(1.4\times10^{-10}\) |

At \(T=100\) a.u. the drive excites electrons across the gap, and the carried number is 4.5% above 1. The occupation of B does not return at this speed, and the two bonds carry different numbers, 1.041 inside the cell and 1.049 between cells. For the longer periods the excitation falls steeply, but the carried number stays about \(10^{-4}\) below 1. This shortfall does not vanish with the speed of the drive, which points to the numerical method. The effect of the finite time step can be calculated.

Let \(\beta\) now denote the upper amplitude relative to the lower one at the end of a step, in the steady response. Passing to the eigenstates at the middle of the next step changes it by \(-gh/2\), with \(g=\langle+|\dot-\rangle\). The evolution multiplies it by \(z=e^{-2iEh}\), and passing to the eigenstates at the end adds another \(-gh/2\). A steady response requires
\[
\beta=\left(\beta-\frac{gh}{2}\right)z-\frac{gh}{2},
\]
\[
\beta=-\frac{gh}{2}\,\frac{1+z}{1-z}
=\frac{ig}{2E}\,Eh\cot(Eh)
\approx\frac{ig}{2E}\left(1-\frac{E^2h^2}{3}\right).
\]
The finite step thus lowers each velocity by the fraction \(E^2h^2/3\), whatever the period. On this loop \(E\) lies between 0.04 and 0.204 hartree, so the fraction lies between \(3\times10^{-5}\) and \(9\times10^{-4}\). All velocities \(u\) have the same sign here, and the total shortfall must lie in the same range. The calculated shortfall of \(8.4\times10^{-5}\) at \(T=2000\) a.u. does so, and the average of \(E^2h^2/3\) weighted with \(u\) over the zone and the loop is also \(8.4\times10^{-5}\). It is an error of the numerical integration and no sign of a non-integer slow limit. All carried numbers in the table are low by 7 to \(8\times10^{-5}\) for this reason. In the limit of a small step they are 1.04493, 0.99997, 0.99999, 0.99999 and 1.00000, and what remains of the difference from 1 is the true effect of the finite period.

**Current.** The period \(T=2000\) a.u. is 48.4 fs. One electron per period is a mean current of magnitude \(1/2000=5.0\times10^{-4}\) a.u., or 3.31 microampere, per spin channel. At half period the parameters move at twice their mean angular speed. The time-dependent solution gives \(1.0511\times10^{-3}\) a.u. there, or 6.96 microampere, and the adiabatic formula gives \(1.0505\times10^{-3}\) a.u. The difference is 0.06% of the latter. The finite time step lowers the first value by about 0.01%; in the limit of a small step it is \(1.0512\times10^{-3}\) a.u., and the difference is 0.07%.

**Temperature.** At 300 K the thermal energy is \(9.50\times10^{-4}\) hartree. With the chemical potential in the middle of the gap, the largest occupation of the upper band is
\[
\frac{1}{e^{0.04/0.00095}+1}\approx5\times10^{-19}.
\]
At each \(k\) the velocities of the two orthogonal states add to the trace of \(\partial_kH\), which is zero because its diagonal elements vanish. The velocity that the drive gives to an upper state is therefore \(-u\). A thermal occupation \(f\) reduces the contribution at its \(k\) by the fraction \(2f\), which is negligible here.

### Relation to real solids

A hopping of 2.7 eV and a gap of 2.2 eV are of the order of electron-volt scales in solids. The drive is less ordinary: it needs separate control of bond alternation and site energy, and in this example each site energy swings by about 1.1 eV either way. A uniform field along the chain tilts the site energies and does not alternate them, so an electric field would have to change sign from bond to bond. With screening ignored, the field that gives the largest difference, 2.2 eV between neighbouring sites 2.5 bohr apart, would be \(1.6\times10^{10}\) V/m. This is more than ten times the static breakdown field of good insulators, about \(10^9\) V/m, and a slower drive does not reduce it. The example therefore illustrates the theorem and is not a design for a device. Within this model, a uniform switch between two opposite polar states is an open path in the parameter plane, and the theorem assigns no integer to it. Real ferroelectrics usually switch by the nucleation and motion of domain walls, which a chain that stays periodic does not describe. If moving ions produce the alternation, the electron flow across a bond still follows from the hopping terms alone, whatever positions the sites have. Ions that return to their own places add no net charge over the loop. Electron interaction and disorder, which real chains have, are left out, and their effect on the numbers of this example has not been calculated.
